# Counting GW quasiparticle roots and why their weights sum to one

## 1. What dimensions and a shift of the energy zero allow

For one orbital $p$, the diagonal quasiparticle equation with a discrete set of poles is

$$
\omega=a+\Sigma_c(\omega),\qquad \Sigma_c(\omega)=\sum_{k=1}^{N}\frac{R_k}{\omega-\Omega_k}. \tag{1}
$$

Here $a$ and the poles $\Omega_k$ are real energies, and the residues $R_k$ are squared energies. Each root $\omega_s$ carries a renormalization factor $Z_s=1/[1-\Sigma_c'(\omega_s)]$, which is a pure number. Consider the moments

$$
M_j=\sum_s Z_s\,\omega_s^{\,j}.
$$

$M_j$ has the dimension of energy to the power $j$. If it is a polynomial in $a$, $\Omega_k$ and $R_k$, then $M_0$ has nothing to depend on and must be a constant. Its value follows from weak coupling: as all $R_k\to0$ with $a$ away from the poles, one root tends to $a$ with $Z\to1$, and the others tend to the poles with $Z\to0$. Hence $M_0=1$.

By the same reasoning $M_1$ is linear in $a$ and the $\Omega_k$, and the weak-coupling limit leaves $M_1=a$. This agrees with a shift of the energy zero by $c$, which moves $a$, every pole and every root by $c$, leaves $Z_s$ unchanged, and so must change $M_1$ by $cM_0=c$.

Section 4 proves the polynomial dependence. Dimensions say nothing about the number of roots or the sign of $Z_s$; those rest on $R_k>0$.

The assumptions are: $a$ real, all $\Omega_k$ real and distinct, all $R_k>0$, and no artificial broadening. $N$ counts distinct poles that couple to $p$. Coincident poles are merged by adding their residues, and a pole with zero residue is removed. The constant is $a=\langle p|h+J+\Sigma_x|p\rangle$, with $h$ the kinetic and nuclear part, $J$ the Hartree potential and $\Sigma_x$ the exchange self-energy. From a Kohn–Sham start this equals $\varepsilon_p-\langle p|v_{xc}|p\rangle+\langle p|\Sigma_x|p\rangle$; from a Hartree–Fock start it is $\varepsilon_p$.

## 2. Why GW residues are squares

Take a closed-shell molecule with real orbitals. Let $i$ be occupied, $b$ empty, and $\Delta_{ib}=\varepsilon_b-\varepsilon_i>0$. Collect these gaps in a diagonal matrix $D$, and let $K$ be the matrix of Coulomb integrals $(ib|jc)$. Each spin contributes $1/(\omega-\Delta)-1/(\omega+\Delta)=2\Delta/(\omega^2-\Delta^2)$ to the independent-particle response, so both spins together give

$$
\Pi=4D(\omega^2-D^2)^{-1},\qquad
\Pi^{-1}=\tfrac14D^{-1/2}(\omega^2-D^2)D^{-1/2}.
$$

In the direct random-phase approximation (RPA) the interacting response is $(\Pi^{-1}-K)^{-1}$. Taking the factors $D^{-1/2}$ outside gives

$$
(\Pi^{-1}-K)^{-1}=4D^{1/2}(\omega^2-M)^{-1}D^{1/2},\qquad
M=D^2+4D^{1/2}KD^{1/2}.
$$

$K$ has no negative eigenvalue, because a quadratic form in $K$ is the Coulomb self-energy of a real charge distribution. With $D>0$, $M$ is therefore positive. Write its eigenvalues as $U_m^2$, with $U_m>0$, and its orthonormal eigenvectors as $t_m$. Let $q$ be the vector with entries $(pn|ib)$. The correlation part of the screened interaction, $W_c=W-v$, has the matrix element

$$
W_{c,n}(\omega)=\sum_m\frac{4(q^TD^{1/2}t_m)^2}{\omega^2-U_m^2}
=\sum_m g_{nm}^2\left[\frac1{\omega-U_m}-\frac1{\omega+U_m}\right],
$$

$$
g_{nm}=\sqrt{\frac{2}{U_m}}\;q^TD^{1/2}t_m .
$$

The second form follows because the bracket equals $2U_m/(\omega^2-U_m^2)$.

The self-energy is $\Sigma_c(\omega)=\frac{i}{2\pi}\sum_n\int d\omega'\,G_n(\omega+\omega')W_{c,n}(\omega')$. Time ordering puts the poles of $W_c$ at $U_m-i\eta$ and $-U_m+i\eta$, with $\eta\to0^+$. The integrand falls as $1/|\omega'|^3$, so either half-plane may be closed.

- For empty $n$, $G_n$ has its pole in the lower half-plane. Close in the upper one, where $W_c$ has its pole at $-U_m$ with residue $-g_{nm}^2$. The prefactor is $\frac{i}{2\pi}(2\pi i)(-1)=1$, and the term is $g_{nm}^2/(\omega-\varepsilon_n-U_m)$.
- For occupied $n$, $G_n$ has its pole in the upper half-plane. Close in the lower one, clockwise, around $+U_m$. The prefactor is $\frac{i}{2\pi}(-2\pi i)=1$, and the term is $g_{nm}^2/(\omega-\varepsilon_n+U_m)$.

Both kinds of term have the form (1) with residue $g_{nm}^2\ge0$. The poles are an electron plus an excitation, or a hole plus an excitation.

## 3. Counting the roots

Define

$$
f(\omega)=\omega-a-\sum_k\frac{R_k}{\omega-\Omega_k},\qquad
f'(\omega)=1+\sum_k\frac{R_k}{(\omega-\Omega_k)^2}. \tag{2}
$$

Order the poles upwards. They divide the real axis into $N+1$ open intervals, and in each of them $f'>1$ for $N\ge1$. Just above a pole the term $-R_k/(\omega-\Omega_k)$ tends to $-\infty$; just below it, to $+\infty$. At the far ends $f$ behaves as $\omega$. Thus $f$ rises continuously from $-\infty$ to $+\infty$ in every interval and crosses zero once:

$$
\omega_0<\Omega_1<\omega_1<\Omega_2<\cdots<\Omega_N<\omega_N .
$$

No complex roots remain. With $Q(\omega)=\prod_k(\omega-\Omega_k)$,

$$
P(\omega)=Q(\omega)f(\omega)=(\omega-a)Q(\omega)-\sum_kR_k\prod_{l\ne k}(\omega-\Omega_l)
$$

is a polynomial of degree $N+1$, and $N+1$ real zeros have been found. Since $1-\Sigma_c'=f'$,

$$
Z_s=\frac1{f'(\omega_s)},\qquad 0<Z_s<1\quad(N\ge1). \tag{3}
$$

## 4. The sum rule and two further moments

The diagonal Green function is $G=1/f=Q/P$. Its numerator has lower degree than its denominator and all zeros of $P$ are simple, so it is a sum of simple fractions. Near a root $f\simeq f'(\omega_s)(\omega-\omega_s)$, which fixes each coefficient:

$$
G(\omega)=\sum_{s=0}^{N}\frac{Z_s}{\omega-\omega_s}
=\frac{M_0}{\omega}+\frac{M_1}{\omega^2}+\frac{M_2}{\omega^3}+\cdots . \tag{4}
$$

The last form holds for $|\omega|$ larger than every $|\omega_s|$. Now expand $1/f$ directly, using $\Sigma_c=\sum_kR_k/\omega+O(\omega^{-2})$:

$$
\frac1f=\frac1\omega\left[1+\frac{a+\Sigma_c}{\omega}+\frac{(a+\Sigma_c)^2}{\omega^2}+\cdots\right]
=\frac1\omega+\frac a{\omega^2}+\frac{a^2+\sum_kR_k}{\omega^3}+\cdots .
$$

Comparison of equal powers gives

$$
\sum_sZ_s=1,\qquad \sum_sZ_s\omega_s=a,\qquad
\sum_sZ_s\omega_s^2=a^2+\sum_kR_k. \tag{5}
$$

Every coefficient is a polynomial in the parameters, as Section 1 required. The $Z_s$ act as probabilities: the mean energy is $a$, and the standard deviation is $\sqrt{\sum_kR_k}$. If correlation moves the main root away from $a$, the other roots must balance that shift in the weighted mean. At most one root can have $Z>1/2$, but none need have it.

## 5. The same result as an eigenvalue problem

Let $H$ be the symmetric matrix with $a,\Omega_1,\ldots,\Omega_N$ on its diagonal, $\sqrt{R_k}$ linking the first entry to entry $k$, and zeros elsewhere. For an eigenvector $(u,v_1,\ldots,v_N)$,

$$
(\omega-a)u=\sum_k\sqrt{R_k}\,v_k,\qquad
(\omega-\Omega_k)v_k=\sqrt{R_k}\,u .
$$

If $u=0$, the second equation allows a non-zero $v_k$ only at $\omega=\Omega_k$, hence for one $k$; the first then gives $\sqrt{R_k}v_k=0$, a contradiction. So $u\ne0$, and therefore $\omega\ne\Omega_k$. Substituting $v_k=\sqrt{R_k}u/(\omega-\Omega_k)$ into the first equation returns (1). Normalization gives

$$
1=u^2\left[1+\sum_k\frac{R_k}{(\omega_s-\Omega_k)^2}\right],
\qquad u^2=Z_s .
$$

Thus $Z_s$ is the share of the bare orbital in state $s$, and the sum rule says that a complete set of eigenvectors contains the bare orbital once. Differentiating $f(\omega_s;a)=0$ gives $f'd\omega_s-da=0$, or $Z_s=\partial\omega_s/\partial a$: with the poles and residues held fixed, a small error in the static energy reaches a root reduced by the factor $Z_s$, to first order. If the error also moves the poles, this factor no longer applies; a common shift of $a$ and all poles moves every root in full.

## 6. One pole: weak coupling, resonance and failure

For $N=1$, (1) becomes $(\omega-a)(\omega-\Omega)=R$. With $S=\sqrt{(a-\Omega)^2+4R}$, its roots are $\omega_\pm=(a+\Omega\pm S)/2$. Since $Z=Q/P'=(\omega-\Omega)/(2\omega-a-\Omega)$,

$$
Z_\pm=\frac12\left(1\pm\frac{a-\Omega}{S}\right). \tag{6}
$$

For $R\ll(a-\Omega)^2$ the satellite weight is $R/(a-\Omega)^2$ to leading order. At resonance, $a=\Omega$, both weights are $1/2$ however small $R$ is, and the splitting is $2\sqrt R$. A weak pole can therefore divide a quasiparticle if it lies close enough.

Positivity of $R$ is needed. In arbitrary energy units take $a=0$, $\Omega=1$. For $R=-0.1$ the roots are $0.1127$ and $0.8873$, with weights $1.1455$ and $-0.1455$. The sum is still one, but the weights are not probabilities. For $R=-1$ the roots are the complex pair $0.5\pm0.866i$. At $R=-1/4$, $S=0$: the two roots merge and the separate weights diverge.

Broadening also changes the count. If a code keeps the real part $Rx/(x^2+\eta^2)$ of a broadened pole, with $x=\omega-\Omega$, the slope of this term is $R(\eta^2-x^2)/(x^2+\eta^2)^2$, whose largest value is $R/\eta^2$ at $x=0$. For a single pole with $R<\eta^2$, $f$ then rises everywhere and has one root instead of two. For $R>\eta^2$, $f$ falls in a short stretch around the pole. Whether a root lies in that stretch depends on $a$; if one does, its $Z$ is negative. The theorem applies to the unbroadened equation.

## 7. Finding all the roots

1. Form all pairs $(\Omega,R)$. Sort them, merge coincident poles and remove those with zero residue.
2. Set $B=\sqrt{\sum_kR_k}$. The outer roots lie between $\min(a,\Omega_1)-B$ and $\max(a,\Omega_N)+B$. At the upper bound $\omega-a\ge B$, while $\sum_kR_k/(\omega-\Omega_k)\le B^2/B=B$, so $f\ge0$; the lower bound follows in the same way.
3. In each interval evaluate $f$ at the midpoint. Its sign tells which half contains the root.
4. Store the root as $\omega=e+\delta$, with $e$ the end of that half which is also an end of the interval. Bisect in $\delta$, and compute each denominator as $(e-\Omega_k)+\delta$.
5. Evaluate $Z_s$ from the same denominators and form the moments (5).

Step 4 matters because a weakly coupled root lies very near its pole. Subtracting two nearly equal stored energies can lose digits of $\delta$, the more so the weaker the coupling, and near the pole $Z$ is proportional to $\delta^2$.

## 8. Hydrogen fluoride

The example is one-shot $G_0W_0$ from Hartree–Fock for the hydrogen fluoride molecule, in the cc-pVDZ basis, at a chosen bond length of 0.92 Å. There are 19 orbitals, 5 of them occupied, so the RPA matrix has $5\times14=70$ excitations and each orbital has $19\times70=1330$ raw poles. The matrix $M$ was diagonalized and all roots were found by the bisection above.

Poles closer than about $3\times10^{-6}$ eV were merged. Two orbitals are followed: the highest occupied $\pi$ orbital and the inner-valence $2\sigma$ orbital. For $\pi$, 269 distinct coupled poles remain; for $2\sigma$, 259. The smallest residue kept is $8\times10^{-9}$ eV², and the largest dropped is $10^{-22}$ eV², so the cut is unambiguous here.

**The $\pi$ level.** The static energy is $a=-17.105$ eV. The 270 roots include these four of largest weight:

| Root (eV) | $Z$ |
|---:|---:|
| −15.525 | 0.9569 |
| −91.488 | 0.0153 |
| −125.936 | 0.0041 |
| −43.805 | 0.0036 |

These weights add to about 0.980; the other 266 roots supply about 0.020. Over all roots the sum is one to rounding error. The nearest poles around the main root are at −42.858 and 27.543 eV, so this interval contains no other root.

The first moment locates the satellites. Their mean energy is

$$
\frac{-17.105-0.9569(-15.525)}{1-0.9569}\approx-52\ \text{eV}.
$$

The main root lies 1.58 eV above $a$, and the remaining 4.3% of the weight balances it because its mean lies far below. Not all of that weight is below: about 0.8% of the total lies above the mid-gap energy of −6.06 eV. The standard deviation $\sqrt{\sum_kR_k}=24.4$ eV describes this whole distribution, not the width of a line. These quantities are not converged in the basis: in aug-cc-pVTZ and aug-cc-pVQZ the standard deviation is about 31 and 35 eV, the main weight about 0.934 and 0.933, and the mean satellite energy about −38 and −35 eV.

Linearization replaces $\Sigma_c$ by its tangent at $a$. With $\Sigma_c(a)=1.652$ eV and $Z_a=1/[1-\Sigma_c'(a)]=0.9554$,

$$
\omega_{\rm lin}=a+Z_a\Sigma_c(a)=-17.105+0.9554\times1.652\approx-15.53\ \text{eV}.
$$

It agrees with the root to about 0.001 eV. The nearest pole is more than 25 eV from $a$.

**The $2\sigma$ level.** Here $a=-43.059$ eV, and two of the 260 roots share most of the weight:

| Root (eV) | $Z$ |
|---:|---:|
| −38.730 | 0.5733 |
| −40.247 | 0.3583 |
| −117.536 | 0.0162 |
| −151.992 | 0.0050 |

The first two carry 0.9316 together. A pole at −39.663 eV lies between them. The lowest RPA excitation is 22.558 eV, and $-17.105-22.558=-39.663$ eV, so this pole is a $\pi$ hole plus that excitation. It couples to $2\sigma$ but not to $\pi$, whose nearest lower pole is at −42.858 eV.

This division of the weight belongs to $G_0W_0$ from Hartree–Fock in this basis and is not a prediction for the molecule. The direct RPA on Hartree–Fock gaps puts the lowest excitation about twice too high: equation-of-motion CCSD in the same basis gives 10.7 eV for the lowest singlet. IP-EOM-CCSD in the same basis, itself approximate for satellites, places about 0.8 of the $2\sigma$ weight at −38.9 eV and about 0.1 at −43.2 eV.

Linearization gives

$$
\omega_{\rm lin}=-43.059+0.8772\times3.872\approx-39.66\ \text{eV}.
$$

This falls almost on the pole, where the true $\Sigma_c$ diverges. It is 0.93 eV below one leading root and 0.58 eV above the other. Its $Z_a=0.877$ belongs to neither root. The close coincidence with the pole is a feature of these numbers, not of the theorem, but the cause of the failure is general: a tangent at $a$ cannot follow the divergence of $\Sigma_c$ at a pole close to the roots.

## 9. How far the energies can be trusted

The sum rule holds for any basis and starting point that meet the assumptions. It therefore says nothing about the accuracy of a root. The table gives the change in the root of largest $Z$ when one setting is changed and the others are held fixed. In the three recalculated cases the search covered about 16 eV on either side of $a$.

| Change | $\pi$ (eV) | $2\sigma$ (eV) |
|---|---:|---:|
| Off-diagonal $\Sigma_c$ included | −0.01 | −0.03 |
| aug-cc-pVTZ basis | −0.71 | −0.35 |
| PBE starting point | +0.95 | +1.67 |
| Bond longer by 0.07 Å | +0.25 | +0.75 |

The first row comes from diagonalizing the extended matrix for all 19 orbitals and their 1330 shared poles. The bond change is a rough zero-point spread; the row shows the effect of that displacement, not a vibrational average.

In the larger basis the leading $2\sigma$ root has $Z=0.41$. More than half of the weight then lies elsewhere, and a single "$2\sigma$ energy" is a poor summary of that calculation. Its shift should not be read as basis convergence of one state. The aug-cc-pVTZ basis is not converged either. In aug-cc-pVQZ the $\pi$ root moves by a further −0.22 eV, to −16.45 eV, and the leading $2\sigma$ root lies at −39.31 eV with $Z=0.70$; in cc-pVTZ its weight is 0.53. How the $2\sigma$ weight divides therefore depends strongly on the basis. The $2\sigma$ entry for the PBE starting point needs the same caution: it compares the roots of largest $Z$ in two calculations, and these need not be the same state.

Hydrogen fluoride is used, as vapour or in solution, to etch silicon oxide. For the free molecule the measured ionization energies are roughly 16 eV for $\pi$ and roughly 40 eV for $2\sigma$. The computed −15.5 and −38.7 eV have the right size, but the starting point and the basis alone move them by amounts from a few tenths of an eV to more than 1 eV. In the cc-pVDZ basis, the equation-of-motion coupled-cluster method with single and double excitations (IP-EOM-CCSD) puts the $\pi$ level at −15.19 eV, 0.34 eV above $G_0W_0$. That method is itself approximate. In an etching solution the assumption of an isolated molecule also fails; the resulting shift, like spin-orbit coupling and full self-consistency, has not been computed here.
